# Removing the quadratic field error in homogeneous heat-field dynamics: verification in Python

```python
"""
Result under test: for an inversion-symmetric crystal driven by a homogeneous
heat field F, the apparent conductivity kappa(F) = J/(V T F) is even in F, so
    kappa_R = (4 kappa(F) - kappa(2F)) / 3
has no quadratic field error; its leading error is -4 kappa4 F^4.
Symbols: J total heat current, V volume, T bath temperature, u displacement,
v velocity, K stiffness matrix, S heat-current matrix (J = v.S.u),
G damping matrix, tau relaxation time, q wave number.
Reduced units: spacing = mass = spring = k_B T = 1 unless stated otherwise.
Harmonic steady states are obtained from the full covariance equation.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_continuous_lyapunov, null_space


def chain_matrices(springs):
    """Periodic chain, unit bond lengths: stiffness and heat-current matrices."""
    n = len(springs)
    one = np.eye(n)
    shift = np.roll(one, 1, axis=1)          # (shift u)_b = u_(b+1)
    stretch = shift - one
    mean = 0.5 * (shift + one)
    stiff = stretch.T @ np.diag(springs) @ stretch
    current = -mean.T @ np.diag(springs) @ stretch
    return stiff, current


def drift(model, field):
    K, S, G, _ = model
    n = len(K)
    return np.block([[np.zeros((n, n)), np.eye(n)], [-K + field * S, -G]])


def covariance(model, field):
    G = model[2]
    n = len(G)
    A = drift(model, field)
    assert np.linalg.eigvals(A).real.max() < 0, "no steady state"
    noise = np.zeros((2 * n, 2 * n))
    noise[n:, n:] = 2 * G
    return solve_continuous_lyapunov(A, -noise)


def kappa(model, field):
    """Apparent conductivity per site from the driven steady state."""
    S, sites = model[1], model[3]
    n = len(S)
    C = covariance(model, field)
    return np.sum(S * C[n:, :n]) / (sites * field)


def current_integral(model, field):
    """Time integral from 0 to infinity of the heat-current autocorrelation."""
    S = model[1]
    n = len(S)
    zero = np.zeros((n, n))
    Q = np.block([[zero, S.T / 2], [S / 2, zero]])
    C = covariance(model, field)
    P = solve_continuous_lyapunov(drift(model, field).T, -Q)
    return 2 * np.trace(P @ C @ Q @ C)


def combine(at_f, at_2f):
    return (4 * at_f - at_2f) / 3


def ring(n, damp_const, damp_stiff=0.0):
    """Monatomic ring without its centre-of-mass mode; G = const + c K."""
    K, S = chain_matrices(np.ones(n))
    W = null_space(np.ones((1, n)))
    Kr, Sr = W.T @ K @ W, W.T @ S @ W
    return Kr, Sr, damp_const * np.eye(n - 1) + damp_stiff * Kr, n


def modes(n):
    q = 2 * np.pi * np.arange(1, n) / n
    return np.cos(q / 2), 2 * np.sin(q / 2)   # group velocity, frequency


def mode_sum(n, tau, field):
    vel = modes(n)[0]
    return np.sum(vel**2 * tau / (1 - (field * vel * tau)**2)) / n


# --- heat current against the rate of change of the energy moment ---
rng = np.random.default_rng(7)
n_test = 24
springs = rng.uniform(0.5, 1.5, n_test)
K_t, S_t = chain_matrices(springs)
u0, v0 = np.zeros(n_test), np.zeros(n_test)
u0[6:18], v0[6:18] = rng.normal(size=12), rng.normal(size=12)
acc = -K_t @ u0


def energy_moment(time):
    u = u0 + time * v0 + 0.5 * time**2 * acc
    v = v0 + time * acc
    bond = 0.5 * springs * (np.roll(u, -1) - u)**2
    site = 0.5 * v**2 + 0.5 * (bond + np.roll(bond, 1))
    return np.arange(n_test) @ site


h = 1e-4
moment_rate = (energy_moment(h) - energy_moment(-h)) / (2 * h)
assert abs(moment_rate - v0 @ S_t @ u0) < 1e-5

# --- worked example: rough silicon-like regime ---
mass = 28 * const.atomic_mass
spacing, spring, area = 0.25e-9, 50.0, 0.08e-18
tau_si, temp, field_si, run_si = 5e-12, 300.0, 5e6, 100e-9
N = 64
t0 = np.sqrt(mass / spring)
speed = spacing / t0
tau = tau_si / t0
F = field_si * spacing
to_si = const.k * spacing / (area * t0)       # reduced kappa to W/(m K)
crystal = ring(N, 1 / tau)
k0 = current_integral(crystal, 0.0) / N
k1, k2 = kappa(crystal, F), kappa(crystal, 2 * F)
kR = combine(k1, k2)

# driven states and equilibrium fluctuations against the mode sum
for value, f in ((k0, 0.0), (k1, F), (k2, 2 * F)):
    assert abs(value / mode_sum(N, tau, f) - 1) < 1e-6
assert abs(kappa(crystal, -F) / k1 - 1) < 1e-7
tiny = 1e-3 / tau
assert abs(kappa(crystal, tiny) / k0 - 1) < 1e-5
mixed = ring(20, 0.1, 0.05)
tau_mixed = 1 / (0.1 + 0.05 * modes(20)[1]**2)
assert abs(kappa(mixed, 0.03) / mode_sum(20, tau_mixed, 0.03) - 1) < 1e-8

# quadratic coefficient and remaining quartic error
vel, freq = modes(N)
coef2 = np.sum(vel**4) * tau**3 / N
coef4 = np.sum(vel**6) * tau**5 / N
f_small = 0.08 / tau
ks1, ks2 = kappa(crystal, f_small), kappa(crystal, 2 * f_small)
quad_ratio = (ks1 - k0) / (coef2 * f_small**2)
quart_ratio = (combine(ks1, ks2) - k0) / (-4 * coef4 * f_small**4)
assert abs(quad_ratio - 1) < 0.02             # next order is below 1 percent
assert abs(quart_ratio - 1) < 0.05            # next order is about 3 percent
assert abs(kR - k0) < 0.3 * abs(k1 - k0)

# statistical error of long runs, from the current correlations at each field


def standard_error(f, run):
    return np.sqrt(2 * current_integral(crystal, f) / run) / (N * f)


run = run_si / t0
se1, se2 = standard_error(F, run), standard_error(2 * F, run)
seR = np.hypot(4 * se1, se2) / 3
low1, low2 = standard_error(tiny, run), standard_error(2 * tiny, run)
low_factor = np.hypot(4 * low1, low2) / (3 * low1)
assert abs(low_factor - np.sqrt(65) / 6) < 1e-4

# heating of the atoms above the bath temperature
heat = []
for f in (F, 2 * F):
    C = covariance(crystal, f)
    excess = np.trace(C[N - 1:, N - 1:]) / (N - 1) - 1
    x2 = (f * tau * vel)**2
    assert abs(excess / np.mean(x2 / (1 - x2)) - 1) < 1e-6
    heat.append(excess * temp)

# ring-size shift
big = ring(2 * N, 1 / tau)
k0_big = current_integral(big, 0.0) / (2 * N)
kR_big = combine(kappa(big, F), kappa(big, 2 * F))
x = F * tau
k0_inf = tau / 2


def infinite_chain(y):
    return tau * (1 / np.sqrt(1 - y**2) - 1) / y**2


assert abs(infinite_chain(x) / np.mean(
    tau * np.cos(np.arange(400) * np.pi / 400)**2
    / (1 - (x * np.cos(np.arange(400) * np.pi / 400))**2)) - 1) < 1e-9
kR_inf = combine(infinite_chain(x), infinite_chain(2 * x))

# effects left out: quantum heat capacity, strain, spread of free paths
y = const.hbar * freq / t0 / (const.k * temp)
capacity = (y / 2 / np.sinh(y / 2))**2
quantum = np.sum(vel**2 * capacity) / np.sum(vel**2)
strain = np.sqrt(const.k * temp / spring) / spacing
c_damp = np.sum(vel**2 / freq**2) / (N * k0)
broad = ring(N, 0.0, c_damp)
assert abs(current_integral(broad, 0.0) / (N * k0) - 1) < 1e-6
longest = np.max(np.abs(vel) / (c_damp * freq**2))
f_limit = 1 / longest
growth = [np.linalg.eigvals(drift(broad, s * f_limit)).real.max()
          for s in (0.95, 1.05)]
assert growth[0] < 0 < growth[1]
growth_example = np.linalg.eigvals(drift(broad, F)).real.max()
assert (growth_example > 0) == (F > f_limit)
f_safe = 0.1 * f_limit
broad1, broad2 = kappa(broad, f_safe), kappa(broad, 2 * f_safe)
broad_raw = broad1 / k0 - 1
broad_res = combine(broad1, broad2) / k0 - 1
assert abs(broad_res) < 0.3 * abs(broad_raw)

# --- inversion broken by unequal masses on alternating springs ---


def diatomic(mass_ratio):
    n = 12
    K, S = chain_matrices(np.tile([1.0, 0.5], n // 2))
    K = K + 0.3 * np.eye(n)                   # substrate pinning
    w = 1 / np.sqrt(np.tile([1.0, mass_ratio], n // 2))
    scale = np.outer(w, w)
    return K * scale, S * scale, 0.3 * np.eye(n), n


f_d = 0.004
polar, control = diatomic(2.0), diatomic(1.0)
polar0 = current_integral(polar, 0.0) / 12
p1, p2 = kappa(polar, f_d), kappa(polar, 2 * f_d)
m1, m2 = kappa(polar, -f_d), kappa(polar, -2 * f_d)
odd = (p1 - m1) / 2
left = combine(p1, p2) - polar0
cured = combine((p1 + m1) / 2, (p2 + m2) / 2) - polar0
control_odd = (kappa(control, f_d) - kappa(control, -f_d)) / 2
assert abs(odd / polar0) > 1e-5
assert abs(left / odd - 2 / 3) < 0.02
assert abs(cured) < 0.01 * abs(odd)
assert abs(control_odd) < 1e-4 * abs(odd)

# --- trajectories of an anharmonic chain: bond energy r^2/2 + r^4/4 ---
sites, copies, steps, burn = 16, 200, 16000, 600
dt, gamma_md, kt_md, f_md = 0.1, 0.5, 0.2, 0.08
fields = np.array([0.0, f_md / 5, f_md, 2 * f_md])[None, :, None]
keep = np.exp(-gamma_md * dt)
kick = np.sqrt(kt_md * (1 - keep**2))
u = np.zeros((sites, 4, copies))
v = np.zeros_like(u)
flux = np.zeros((4, copies))
for step in range(steps):
    r = np.roll(u, -1, axis=0) - u
    tension = r * (1 + r * r)
    behind = np.roll(tension, 1, axis=0)
    g = -0.5 * (tension + behind)
    g -= g.mean(axis=0)                       # heat field adds no net force
    if step >= burn:
        flux += (g * v).sum(axis=0)
    v = keep * (v + dt * (tension - behind + fields * g))
    v += kick * rng.standard_normal((sites, 1, copies))
    u += dt * v
flux /= steps - burn
md = (flux[1:] - flux[0]) / (fields[0, 1:] * sites * kt_md)
md_ref, md1, md2 = md.mean(axis=1)
md_raw, md_raw2 = md1 / md_ref - 1, md2 / md_ref - 1
md_res = combine(md1, md2) / md_ref - 1
md_se = np.std(md[1] - md[0], ddof=1) / np.sqrt(copies) / md_ref
md_res_se = (np.std(combine(md[1], md[2]) - md[0], ddof=1)
             / np.sqrt(copies) / md_ref)
assert np.all(np.isfinite(md))
assert abs(md_raw) > 4 * md_se
assert abs(md_res) < 0.5 * abs(md_raw)

# --- printed numbers ---
print(f"atom mass: {mass / const.atomic_mass:.1f} u")
print(f"spacing: {spacing * 1e9:.2f} nm; spring: {spring:.1f} N/m")
print(f"area per chain: {area * 1e18:.2f} nm^2; atoms in ring: {N}")
print(f"relaxation time: {tau_si * 1e12:.1f} ps; bath: {temp:.0f} K")
print(f"sound speed: {speed:.0f} m/s")
print(f"largest mean free path v*tau: {speed * tau_si * 1e9:.2f} nm")
print(f"field F: {field_si * 1e-6:.1f} 1/um; F*v*tau: {x:.4f}")
print(f"kappa0, Green-Kubo: {k0 * to_si:.3f} W/(m K)")
print(f"kappa(F): {k1 * to_si:.3f} W/(m K)")
print(f"kappa(2F): {k2 * to_si:.3f} W/(m K)")
print(f"combined kappa_R: {kR * to_si:.3f} W/(m K)")
print(f"error at F: {100 * (k1 / k0 - 1):.3f} %")
print(f"error at 2F: {100 * (k2 / k0 - 1):.3f} %")
print(f"error of kappa_R: {100 * (kR / k0 - 1):.3f} %")
print(f"quartic estimate of that error: {-400 * coef4 * F**4 / k0:.3f} %")
print(f"small-field test, F*v*tau: {f_small * tau:.3f}")
print(f"  quadratic error / formula: {quad_ratio:.4f}")
print(f"  combined error / quartic formula: {quart_ratio:.4f}")
print(f"run length at each field: {run_si * 1e9:.0f} ns")
print(f"standard error at F: {se1 * to_si:.3f} W/(m K)")
print(f"standard error at 2F: {se2 * to_si:.3f} W/(m K)")
print(f"standard error of kappa_R: {seR * to_si:.3f} W/(m K)")
print(f"small-field noise factor: {low_factor:.4f}")
print(f"heating at F: {heat[0]:.2f} K; at 2F: {heat[1]:.2f} K")
print(f"kappa0, {2 * N} atoms: {k0_big * to_si:.3f} W/(m K)")
print(f"kappa0 shift on doubling ring: {100 * (k0_big / k0 - 1):.3f} %")
print(f"kappa_R error, {2 * N} atoms: {100 * (kR_big / k0_big - 1):.3f} %")
print(f"kappa0, infinite chain: {k0_inf * to_si:.3f} W/(m K)")
print(f"kappa_R error, infinite chain: {100 * (kR_inf / k0_inf - 1):.3f} %")
print(f"quantum/classical kappa0 at fixed tau: {quantum:.3f}")
print(f"rms thermal bond strain: {100 * strain:.2f} %")
print("damping proportional to frequency squared, same kappa0:")
print(f"  longest mean free path: {longest * spacing * 1e9:.1f} nm")
print(f"  largest steady field: {f_limit / spacing * 1e-6:.3f} 1/um")
print(f"  growth rate at F: {growth_example / t0 * 1e-9:.3f} 1/ns")
print(f"  safer field: {f_safe / spacing * 1e-6:.4f} 1/um")
print(f"  error there: {100 * broad_raw:.4f} %")
print(f"  combined error there: {100 * broad_res:.5f} %")
print(f"no inversion, reduced field: {f_d:.4f}")
print(f"  odd error: {100 * odd / polar0:.5f} %")
print(f"  combined error / odd error: {left / odd:.4f}")
print(f"  after +-F averaging: {100 * cured / polar0:.2e} %")
print(f"  equal-mass control, odd error: "
      f"{100 * control_odd / kappa(control, f_d):.1e} %")
print(f"anharmonic chain: {sites} atoms, {copies} copies, {steps} steps")
print(f"  reduced kT {kt_md}, damping {gamma_md}, step {dt}, F {f_md}")
print(f"  reference field: {fields[0, 1, 0]:.3f} (reduced)")
print(f"  excess at F: {100 * md_raw:.2f} +- {100 * md_se:.2f} %")
print(f"  excess at 2F: {100 * md_raw2:.2f} %")
print(f"  excess, combined: {100 * md_res:.2f} +- {100 * md_res_se:.2f} %")
print("success")
```

Printed output:

```
atom mass: 28.0 u
spacing: 0.25 nm; spring: 50.0 N/m
area per chain: 0.08 nm^2; atoms in ring: 64
relaxation time: 5.0 ps; bath: 300 K
sound speed: 8198 m/s
largest mean free path v*tau: 40.99 nm
field F: 5.0 1/um; F*v*tau: 0.2050
kappa0, Green-Kubo: 112.369 W/(m K)
kappa(F): 115.998 W/(m K)
kappa(2F): 128.657 W/(m K)
combined kappa_R: 111.778 W/(m K)
error at F: 3.229 %
error at 2F: 14.494 %
error of kappa_R: -0.526 %
quartic estimate of that error: -0.433 %
small-field test, F*v*tau: 0.080
  quadratic error / formula: 1.0053
  combined error / quartic formula: 1.0285
run length at each field: 100 ns
standard error at F: 1.081 W/(m K)
standard error at 2F: 0.714 W/(m K)
standard error of kappa_R: 1.460 W/(m K)
small-field noise factor: 1.3437
heating at F: 6.40 K; at 2F: 28.40 K
kappa0, 128 atoms: 114.182 W/(m K)
kappa0 shift on doubling ring: 1.613 %
kappa_R error, 128 atoms: -0.532 %
kappa0, infinite chain: 115.994 W/(m K)
kappa_R error, infinite chain: -0.537 %
quantum/classical kappa0 at fixed tau: 0.944
rms thermal bond strain: 3.64 %
damping proportional to frequency squared, same kappa0:
  longest mean free path: 404.9 nm
  largest steady field: 2.470 1/um
  growth rate at F: 10.359 1/ns
  safer field: 0.2470 1/um
  error there: 0.6538 %
  combined error there: -0.02681 %
no inversion, reduced field: 0.0040
  odd error: 0.07873 %
  combined error / odd error: 0.6666
  after +-F averaging: -1.97e-07 %
  equal-mass control, odd error: 1.1e-11 %
anharmonic chain: 16 atoms, 200 copies, 16000 steps
  reduced kT 0.2, damping 0.5, step 0.1, F 0.08
  reference field: 0.016 (reduced)
  excess at F: 2.75 +- 0.05 %
  excess at 2F: 12.52 %
  excess, combined: -0.50 +- 0.02 %
success
```
